\section*{Two-photon exchange in Rosenbluth separation, polarization transfer and positron-electron ratios}

\section{What goes wrong}

Suppose the true proton form-factor ratio at $Q^2=5\ \mathrm{GeV}^2$ is $\mu_pG_E/G_M=0.40$, where $\mu_p$ is the proton magnetic moment in nuclear magnetons. A two-photon correction that lowers the electron cross section by $4\%$ at photon polarization $\varepsilon=0$, and falls linearly to zero at $\varepsilon=1$, makes a Rosenbluth separation return $0.79$. The points still lie on a straight line, so the plot gives no warning. If the correction is magnetic in the sense defined below, and the third two-photon amplitude $Y$ is also small, polarization transfer returns $0.40$ to $0.41$.

The reason is a difference in leverage. At large $Q^2$ the Rosenbluth slope measures a small electric term beside a large magnetic one, and a small fraction of the large term can exceed the whole signal. Polarization transfer measures the ratio of two amplitudes, and a fractional change of the magnetic amplitude changes that ratio by a similar fraction. This protection does not extend to electric two-photon amplitudes.

\section{Amplitudes and conventions}

I use $\hbar=c=1$, metric $(+,-,-,-)$ and a massless lepton. The lepton goes from $k$ to $k'$, the proton from $p$ to $p'$, and
\begin{equation}
q=k-k',\quad Q^2=-q^2,\quad \tau=\frac{Q^2}{4M^2},\quad r=\frac{G_E}{G_M},\quad
K=\frac{k+k'}2,\quad P=\frac{p+p'}2 ,
\end{equation}
with $M$ the proton mass. The reduced cross section $\sigma_R$ is the unpolarized cross section divided by known kinematic factors, so that with one photon $\sigma_R=\tau G_M^2+\varepsilon G_E^2$. Radiative corrections even in the lepton charge, and soft-photon terms odd in it, including lepton-proton bremsstrahlung interference, are taken as already removed. What remains is hard two-photon exchange, kept to first order in its interference with one-photon exchange.

For a massless lepton, with parity and time-reversal invariance, three amplitudes suffice. The effective proton vertex, contracted with the lepton current, is
\begin{equation}
\Gamma^\mu=\tilde G_M\gamma^\mu-\tilde F_2\frac{P^\mu}{M}
+\tilde F_3\frac{\slashed K P^\mu}{M^2},\qquad
\tilde G_E=\tilde G_M-(1+\tau)\tilde F_2 .
\end{equation}
In the one-photon limit $\tilde G_{M,E}\to G_{M,E}$ and $\tilde F_3\to0$. With $\nu=K\cdot P$, define
\begin{equation}
m=\frac{\mathrm{Re}\,\delta\tilde G_M}{G_M},\qquad
e=\frac{\mathrm{Re}\,\delta\tilde G_E}{G_M},\qquad
Y=\frac{\nu}{M^2}\frac{\mathrm{Re}\,\tilde F_3}{G_M}.
\end{equation}
The Born amplitudes are real, so imaginary parts enter the observables below at second order.

\subsection{The spin amplitude in the Breit frame}

In the Breit frame no energy is transferred. Let $\mathbf q=Q\hat z$, so that $\mathbf p=-\mathbf q/2$, $\mathbf p'=\mathbf q/2$ and $P^0=M\sqrt{1+\tau}$. The lepton momenta are $\mathbf k=K^0(s,0,c)$ and $\mathbf k'=K^0(s,0,-c)$, with $s=\sin\phi$ and $c=\cos\phi$. Inserting the proton spinors, and using $Q^2/4=(P^0)^2-M^2$, gives these operators between two-component proton spinors:
\begin{equation}
\bar u'u=2P^0,\quad \bar u'\gamma^0u=2M,\quad
\bar u'\gamma^xu=iQ\sigma_y,\quad \bar u'\gamma^yu=-iQ\sigma_x,\quad
\bar u'\gamma^zu=0 .
\end{equation}
Since $K=(K^0,K^0s,0,0)$ and $\nu=P^0K^0$, the proton current is
\begin{align}
J^0&=2M\tilde G_M-\frac{2(P^0)^2}{M}\tilde F_2
+\frac{P^0}{M^2}\tilde F_3\left(2MK^0-iQK^0s\,\sigma_y\right)\nonumber\\
&=2M\tilde G_E+\frac{\nu}{M^2}\tilde F_3(2M-iQs\,\sigma_y),\\
J^x&=iQ\tilde G_M\sigma_y,\qquad J^y=-iQ\tilde G_M\sigma_x .
\end{align}

For lepton helicity $+$, the spinors are $\chi=(\cos\frac\phi2,\sin\frac\phi2)$ and $\chi'=(\sin\frac\phi2,\cos\frac\phi2)$. Apart from a common factor $2K^0$, the lepton current $\chi'^\dagger(1,\boldsymbol\sigma)\chi$ is
\begin{equation}
j^0=s,\qquad j^x=1,\qquad j^y=ic,\qquad j^z=0 .
\end{equation}
The contraction $j^0J^0-j^xJ^x-j^yJ^y$ has the form $A+\mathbf B\cdot\boldsymbol\sigma$. Dropping the imaginary two-photon parts,
\begin{align}
A&=2MsG_M(r+e+Y),\nonumber\\
B_x&=-QcG_M(1+m),\label{eq:spin}\\
B_y&=-iQG_M(1+m+s^2Y).\nonumber
\end{align}

\subsection{Cross section}

Summing over proton spins gives a result proportional to $|A|^2+|\mathbf B|^2$. With $Q^2=4M^2\tau$, its first-order form is
\begin{equation}
4M^2G_M^2\Big\{s^2[r^2+2r(e+Y)]
+\tau[(1+c^2)(1+2m)+2s^2Y]\Big\}.
\end{equation}
Dividing by $4M^2(1+c^2)$ and identifying $\varepsilon=s^2/(1+c^2)$ yields
\begin{equation}
\frac{\sigma_R}{G_M^2}=\tau+\varepsilon r^2+2\tau g_M+2\varepsilon r g_E,
\qquad g_M=m+\varepsilon Y,\quad g_E=e+Y .
\label{eq:sigma}
\end{equation}
Parity makes the other lepton helicity give the same unpolarized result.

This $\varepsilon$ is the usual laboratory quantity. In the Breit frame $K^0c=Q/2$, hence $c^2=M^4\tau(1+\tau)/\nu^2$. In the laboratory $\nu=M(E+E')/2$, $E-E'=2\tau M$ and $Q^2=4EE'\sin^2(\theta/2)$. Therefore $\nu^2=M^4\tau[1+\tau+\cot^2(\theta/2)]$, and
\begin{equation}
\varepsilon=\frac{1-c^2}{1+c^2}
=\left[1+2(1+\tau)\tan^2\frac\theta2\right]^{-1}.
\end{equation}

\subsection{Polarization transfer}

For an unpolarized target, the recoil polarization is proportional to $2\,\mathrm{Re}(A\mathbf B^*)+i\mathbf B\times\mathbf B^*$. Take $\hat z$ along the recoil momentum and $\hat x$ in the scattering plane, on the lepton side. The boost to the laboratory is along $\hat z$ and leaves these components unchanged. From Eq.~\eqref{eq:spin},
\begin{align}
P_t&\propto-4MQsc\,G_M^2(r+e+Y)(1+m),\\
P_l&\propto2Q^2c\,G_M^2(1+m)(1+m+s^2Y).
\end{align}
Since $2M/Q=1/\sqrt\tau$ and $s^2=2\varepsilon/(1+\varepsilon)$,
\begin{equation}
\frac{P_t}{P_l}=-\sqrt{\frac{2\varepsilon}{\tau(1+\varepsilon)}}\;
\frac{r+e+Y}{1+m+s^2Y}.
\end{equation}
A one-photon analysis identifies the last fraction with $r$. Expanding it gives $r+e+Y-rm-rs^2Y$. Substituting $m=g_M-\varepsilon Y$ and $s^2-\varepsilon=\varepsilon(1-\varepsilon)/(1+\varepsilon)$,
\begin{equation}
r_{\rm pol}=r+g_E-rg_M-rY\frac{\varepsilon(1-\varepsilon)}{1+\varepsilon}.
\label{eq:pol}
\end{equation}
The magnetic change $g_M$ is multiplied by $r$, while $g_E$ is not.

\section{Why the two methods respond differently}

Consider a correction that is linear in $\varepsilon$, vanishes at $\varepsilon=1$, and is magnetic:
\begin{equation}
g_E=0,\qquad g_M=-\frac a2(1-\varepsilon),\qquad a>0 .
\label{eq:model}
\end{equation}
This is a model of the electron correction, not a calculation of the two-photon box. For $Y\neq0$ the condition $g_E=0$ assumes the cancellation $e=-Y$. In the example below this is an $11\%$ change of $G_E$ at $\varepsilon=0.2$. With $e=0$ and the same $m$ and $Y$, the Rosenbluth result stays at $0.79$, but polarization transfer returns $0.45$ there instead of $0.41$. Equation~\eqref{eq:sigma} becomes
\begin{equation}
\frac{\sigma_-}{G_M^2}=\tau+\varepsilon r^2-a\tau(1-\varepsilon)
=\tau(1-a)+\varepsilon(r^2+a\tau).
\label{eq:electron}
\end{equation}
The Rosenbluth method takes $\tau$ times slope over intercept as the squared ratio. Call its result $\rho^2$:
\begin{equation}
\rho^2=\frac{r^2+a\tau}{1-a},\qquad
\frac{\rho^2-r^2}{r^2}=\frac{a}{1-a}\left(1+\frac{\tau}{r^2}\right).
\label{eq:rho}
\end{equation}
The method is in trouble once $a$ is comparable with $r^2/\tau$, the electric-to-magnetic ratio of the cross section at $\varepsilon=1$.

For polarization transfer, Eq.~\eqref{eq:pol} gives
\begin{equation}
\frac{r_{\rm pol}-r}{r}=\frac a2(1-\varepsilon)
-Y\frac{\varepsilon(1-\varepsilon)}{1+\varepsilon}.
\label{eq:relpol}
\end{equation}
Setting the derivative of the last kinematic factor to zero gives $1-2\varepsilon-\varepsilon^2=0$, so its maximum is $3-2\sqrt2\simeq0.17$, at $\varepsilon=\sqrt2-1$. The magnitude of the relative shift is therefore bounded by $a/2+(3-2\sqrt2)|Y|$, with $|Y|$ taken at its largest over $\varepsilon$. No inverse power of $r$ appears.

Two limits show the contrast. If $a\tau/r^2\ll1$ and $a\ll1$, the relative Rosenbluth error in $r$ is $(a/2)(1+\tau/r^2)$, against at most about $a/2$ for polarization when $Y$ is negligible. If instead $r\to0$, Rosenbluth separation returns $\rho\to\sqrt{a\tau/(1-a)}$: a finite apparent electric form factor produced by two-photon exchange alone.

\subsection{When polarization is not protected}

The electron cross section cannot establish that the correction is magnetic. Constant effective form factors $G_M\sqrt{1-a}$ and $G_M\sqrt{r^2+a\tau}$, with $\tilde F_3=0$, reproduce Eq.~\eqref{eq:electron} at every $\varepsilon$. Their ratio is $\rho$, so polarization transfer would then agree with the Rosenbluth value. At large $Q^2$ this requires a large change of the electric amplitude, beyond the first-order expansion. It shows what the cross section leaves undetermined; it is not a proposed two-photon mechanism. The ambiguity is also present within first order. Constant amplitudes $m=-a/2$, $e=0$ and $Y=a\tau/[2(\tau+r)]$ in Eq.~\eqref{eq:sigma} give Eq.~\eqref{eq:electron} as well. In the example below they are $-0.02$, $0$ and $0.018$, and they move $\mu_pr_{\rm pol}$ from $0.40$ to $0.45$--$0.46$, nearly independent of $\varepsilon$.

A small electric amplitude also matters. Equation~\eqref{eq:pol} gives a relative shift $g_E/r$. At $Q^2=5\ \mathrm{GeV}^2$ in the example below, $r=0.143$, so $g_E=0.01$ changes the polarization ratio by $0.01/0.143=7\%$, while the cross section at $\varepsilon=0.5$ changes by only $0.1\%$. The condition for a nearly unaltered polarization ratio is thus $|g_E|\ll|r|$, together with small $g_M$ and $Y$. A small correction to the cross section is not enough.

\section{Positrons}

Let $\ell$ be the lepton momentum between the two photon attachments. The electron interference contains
\begin{equation}
T_-=\mathrm{Tr}[\slashed k'\gamma^\mu\slashed\ell\gamma^\nu\slashed k\gamma^\alpha].
\end{equation}
For a positron the fermion line runs against the physical momentum. The attachment order along it is reversed and the propagator numerator is $-\slashed\ell$:
\begin{equation}
T_+=-\mathrm{Tr}[\slashed k\gamma^\nu\slashed\ell\gamma^\mu\slashed k'\gamma^\alpha]
=-\mathrm{Tr}[\gamma^\alpha\slashed k'\gamma^\mu\slashed\ell\gamma^\nu\slashed k]
=-T_- .
\end{equation}
The second equality reverses the trace, and the third uses its cyclic property. The argument holds for any $\ell$ and either photon ordering, and the proton factor is unchanged. The Born trace has no internal propagator and keeps its sign. Hence
\begin{equation}
\frac{\sigma_\pm}{G_M^2}=\tau+\varepsilon r^2\pm a\tau(1-\varepsilon),
\label{eq:charge}
\end{equation}
with the upper sign for positrons.

The ratio can be predicted from the disagreement between the two electron methods. Equation~\eqref{eq:rho} gives $\rho^2(1-a)=r^2+a\tau$, so
\begin{equation}
a=\frac{\rho^2-r^2}{\tau+\rho^2},\qquad
1-a=\frac{\tau+r^2}{\tau+\rho^2}.
\end{equation}
Also $\sigma_-/G_M^2=(1-a)(\tau+\varepsilon\rho^2)$. Therefore
\begin{align}
R\equiv\frac{\sigma_+}{\sigma_-}
&=1+\frac{2a\tau(1-\varepsilon)}{(1-a)(\tau+\varepsilon\rho^2)}\nonumber\\
&=1+\frac{2\tau(1-\varepsilon)(\rho^2-r^2)}
{(\tau+r^2)(\tau+\varepsilon\rho^2)}.
\label{eq:ratio}
\end{align}
For small $a$ and $r^2/\tau$ this reduces to $R\simeq1+2a(1-\varepsilon)$. In practice $r_{\rm pol}$ stands in for $r$, which is accurate under the protection condition above. When $\rho^2$ is several times $r^2$ the prediction depends only weakly on $r$: in the example below, a $7\%$ error in $r$ changes $R$ at $\varepsilon=0.2$ by less than $0.004$.

\section{How large the effects are}

Take round model parameters $a=0.04$, $\mu_pr=1-0.12\,Q^2/\mathrm{GeV}^2$ and $Y=0.02(1-\varepsilon)$. Keeping $a$ fixed isolates the effect of the falling $r^2/\tau$.

\begin{center}
\begin{tabular}{cccc}
$Q^2$ (GeV$^2$) & $r^2/\tau$ & true $\mu_pr$ & Rosenbluth $\mu_p\rho$\\
1 & 35\% & 0.88 & 0.95\\
3 & 6.2\% & 0.64 & 0.84\\
5 & 1.4\% & 0.40 & 0.79
\end{tabular}
\end{center}

At $5\ \mathrm{GeV}^2$, $\tau=1.420$ and $r^2=0.0205$, whereas $a\tau=0.0568$. The false slope is nearly three times the true one, and
\begin{equation}
\rho^2=\frac{0.0205+0.0568}{0.96}=0.0805,\qquad
\mu_p\rho=2.793\times0.284=0.79 .
\end{equation}
At $\varepsilon=0.2$, Eq.~\eqref{eq:ratio} gives
\begin{equation}
R=1+\frac{2(1.420)(0.8)(0.0805-0.0205)}
{(1.420+0.0205)(1.420+0.2\times0.0805)}=1.066 .
\end{equation}
This point corresponds to a beam energy of $3.46\ \mathrm{GeV}$ and a laboratory angle of $84.5^\circ$. The variation with $\varepsilon$ is as follows.

\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & $e^-$ change from Born & $\mu_pr_{\rm pol}$ & $e^+/e^-$\\
0.1 & $-3.6\%$ & 0.407 & 1.075\\
0.2 & $-3.2\%$ & 0.406 & 1.066\\
0.5 & $-2.0\%$ & 0.403 & 1.041\\
0.8 & $-0.8\%$ & 0.401 & 1.016
\end{tabular}
\end{center}

The polarization shift at $\varepsilon=0.2$ follows from Eq.~\eqref{eq:relpol}: $1.6\%$ from the magnetic term, less $0.2\%$ from $Y$, leaves $1.4\%$. The numerical output also confirms the cross-section and polarization formulas against explicit Dirac traces.

For positrons the slope in Eq.~\eqref{eq:charge} is $r^2-a\tau=-0.036$. Their reduced cross section falls as $\varepsilon$ rises, and a one-photon analysis would assign them a negative $G_E^2$. A negative slope is predicted whenever $a\tau>r^2$.

\section{What to do about it}

Do not take a straight Rosenbluth plot as evidence that two-photon exchange is absent. Equation~\eqref{eq:electron} is linear for any $a$. Compare the possible $\varepsilon$ dependence of the correction with $r^2/\tau$, not with the total cross section.

Averaging electron and positron cross sections removes the interference whatever its $\varepsilon$ dependence. In the example the average slope is $(0.0773-0.0363)/2=0.0205$, the true $r^2$ to first order. Second-order terms are even in the charge and survive the average. The squares of the real model amplitudes alone lower the slope fitted over $0.1\le\varepsilon\le0.9$ to $0.0199$, and imaginary parts of equal size lower it to $0.0194$. The leverage problem remains for other errors: a $10\%$ determination of $r$ needs $r^2$ to about $20\%$, so the cross-section change between $\varepsilon=0$ and $1$ must be known to about $0.3\%$ of the magnetic term.

Measure the charge ratio over a range of $\varepsilon$, including values near one. Its prediction from $\rho$ and $r$ assumes that the correction vanishes at $\varepsilon=1$. Adding a constant $b\tau$ to $\sigma_-/G_M^2$, and subtracting it for positrons, leaves the Rosenbluth slope unchanged and alters only the intercept. For $b=0.01$, $\mu_p\rho$ moves by just $0.5\%$, but $R$ at $\varepsilon=0.2$ drops from $1.066$ to $1.045$, and at $\varepsilon=0.9$ from $1.008$ to $0.988$. An error in the relative normalization of the two beams similarly shifts $R$ at all $\varepsilon$.

Finally, measure polarization transfer at several $\varepsilon$. A variation beyond the small one in Eq.~\eqref{eq:relpol} signals an electric amplitude, a larger $Y$, or a magnetic correction that is not linear in $\varepsilon$. With $g_E=0$, the last would also bend the Rosenbluth plot. Constancy is weaker evidence, because a constant $g_E$ is absorbed into the extracted $r$. The charge-averaged Rosenbluth slope can test for that case, since the interference containing $g_E$ cancels there. The test is demanding: in the example, $g_E=0.01$ shows up as a mismatch $2rg_E/\tau\simeq0.2\%$ of the magnetic term.

\section*{Table of computed values}
\begin{verbatim}
proton mass = 0.93827 GeV, moment mu = 2.79285 nuclear magnetons
model: a = 0.040, Y = 0.020*(1-eps)
Same a at three Q^2 (ratios are mu*GE/GM, dimensionless):
 Q2=1 GeV^2: tau=0.2840, true=0.880, Rosenbluth=0.948, factor=1.077
   electric/magnetic part at eps=1, r^2/tau = 34.96 percent
 Q2=3 GeV^2: tau=0.8519, true=0.640, Rosenbluth=0.839, factor=1.311
   electric/magnetic part at eps=1, r^2/tau = 6.16 percent
 Q2=5 GeV^2: tau=1.4199, true=0.400, Rosenbluth=0.793, factor=1.981
   electric/magnetic part at eps=1, r^2/tau = 1.44 percent
Main example Q2 = 5 GeV^2:
 r = 0.14322, r^2 = 0.02051, a*tau = 0.05680
 electron line: intercept 1.36309, slope 0.07731
 rho^2 = 0.08053, rho = 0.28378
 positron line: intercept 1.47668, slope -0.03628
 positron apparent r^2 = -0.03489
 a recovered from the two ratios = 0.04000
 maximum of eps(1-eps)/(1+eps) = 0.1716
Reduced cross sections in GM^2, charge ratio, polarization ratio:
 eps=0.1: Born 1.42193, e- 1.37082, e+ 1.47305, e+/e- 1.0746
   e- change -3.59 percent; mu*r from pol. 0.4066 (shift 1.65 percent)
 eps=0.2: Born 1.42399, e- 1.37855, e+ 1.46942, e+/e- 1.0659
   e- change -3.19 percent; mu*r from pol. 0.4055 (shift 1.39 percent)
 eps=0.5: Born 1.43014, e- 1.40174, e+ 1.45854, e+/e- 1.0405
   e- change -1.99 percent; mu*r from pol. 0.4033 (shift 0.83 percent)
 eps=0.8: Born 1.43629, e- 1.42493, e+ 1.44765, e+/e- 1.0159
   e- change -0.79 percent; mu*r from pol. 0.4015 (shift 0.36 percent)
 eps=0.9: Born 1.43834, e- 1.43266, e+ 1.44402, e+/e- 1.0079
   e- change -0.39 percent; mu*r from pol. 0.4008 (shift 0.19 percent)
 eps=0.2 needs beam energy 3.462 GeV, lab angle 84.5 deg
Counterexample, same e- cross section, electric origin:
 mu*GE/GM from polarization = 0.793
 electric change of 0.01 GM at eps=0.5: polarization ratio 6.98 percent,
   cross section 0.100 percent
Constant offset 0.01 added to the e- correction:
 Rosenbluth mu*rho = 0.788 (change -0.52 percent)
 e+/e- at eps=0.2: 1.0449, at eps=0.9: 0.9882
\end{verbatim}
